# Hafnia ionization energy and interface dipole step from photoemission: verification in Python

```python
# Result under test: ionization energy I = h*nu - W from a photoemission width W,
# and valence offset = I_oxide - I_silicon + D, where D is the local vacuum level
# of silicon minus that of the oxide. Positive D: dipole points toward the oxide.
# Energies are in eV unless a name says otherwise; lengths are in nm or m as named.
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh
from scipy.ndimage import gaussian_filter1d
from pyscf import gto

q = const.e
eps0 = const.epsilon_0
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
debye = 1e-21 / const.c                    # C m

# Inputs of the exercise
photon = 21.22
width = 13.42
ion_si = 5.15
offset = 2.75

# Derived results
ion_ox = photon - width
aligned_offset = ion_ox - ion_si
step = offset - aligned_offset
assert abs(step - 0.10) < 0.005


# Helium line energy from explicit diagonalization of two-electron singlets
def helium_singlets():
    s_exp = 0.1 * 3.0 ** np.arange(10)
    p_exp = 0.015 * 2.7 ** np.arange(8)
    d_exp = 0.4 * 2.5 ** np.arange(4)
    shells = [[l, [float(a), 1.0]]
              for l, exps in enumerate((s_exp, p_exp, d_exp)) for a in exps]
    atom = gto.M(atom="He 0 0 0", basis={"He": shells}, verbose=0)
    odd = np.repeat([0, 1, 0], [len(s_exp), 3 * len(p_exp), 5 * len(d_exp)])
    # Cholesky orthonormalization keeps the parity of every orbital
    lower = np.linalg.cholesky(atom.intor("int1e_ovlp"))
    orb = np.linalg.inv(lower).T
    h = orb.T @ (atom.intor("int1e_kin") + atom.intor("int1e_nuc")) @ orb
    g = atom.intor("int2e")
    for _ in range(4):
        g = np.tensordot(g, orb, axes=(0, 0))
    first, second = np.triu_indices(len(odd))
    levels = []
    for parity in (0, 1):
        keep = (odd[first] + odd[second]) % 2 == parity
        i, j = first[keep], second[keep]
        norm = 1 / np.sqrt(2.0 * (1 + (i == j)))
        a, b = i[:, None], j[:, None]

        def element(k, l):
            return h[a, k] * (b == l) + (a == k) * h[b, l] + g[a, k, b, l]

        matrix = 2 * norm[:, None] * norm * (element(i, j) + element(j, i))
        levels.append(eigh(matrix, eigvals_only=True, subset_by_index=[0, 0])[0])
    return levels


he_ground, he_excited = helium_singlets()
line_calc = (he_excited - he_ground) * hartree_ev
# Tolerance: partial waves beyond d and finite radial basis are missing
assert abs(line_calc - photon) < 0.08

# Synthetic spectra: escaping electrons, broadened, then analysed blindly
fwhm = 0.10
sigma = fwhm / np.sqrt(8 * np.log(2))
grid = 0.001


def measured_widths(ionization, analyser_shift):
    kinetic = np.arange(-1.0, 18.0, grid)
    below_edge = np.clip(photon - ionization - kinetic, 0, None)
    secondary = np.exp(-kinetic / 1.5) * below_edge / (photon - ionization)
    primary = 0.05 * np.minimum(below_edge, 2.0)
    signal = np.where(kinetic >= 0, secondary + primary, 0.0)
    signal = gaussian_filter1d(signal, sigma / grid)
    axis = kinetic + analyser_shift
    slope = np.gradient(signal, grid)
    steep = np.argmax(slope)
    tangent_cut = axis[steep] - signal[steep] / slope[steep]
    window = (axis > axis[np.argmax(signal)]) & (signal > 0.015) & (signal < 0.045)
    fit = np.polyfit(axis[window], signal[window], 1)
    edge = -fit[1] / fit[0]
    return edge - axis[steep], edge - tangent_cut


w_ox, w_ox_tangent = measured_widths(ion_ox, 5.3)
w_si, w_si_tangent = measured_widths(ion_si, 8.1)
tangent_error = sigma * np.sqrt(np.pi / 2)
# Tolerances: finite grid and the sloping secondary background
assert abs(w_ox - width) < 0.005
assert abs(photon - w_si - ion_si) < 0.005
assert abs(w_ox_tangent - width - tangent_error) < 0.004
assert abs((w_si_tangent - w_ox_tangent) - aligned_offset) < 0.003
step_mixed = offset - (ion_ox + tangent_error - ion_si)

# Dipole density and an equivalent pair of charge sheets
dipole_area = eps0 * step                  # C/m, since step/e is in volts
dipole_debye_nm2 = dipole_area * 1e-18 / debye
separation_nm = 0.20
sheet = dipole_area / (separation_nm * 1e-9)


def offset_from_poisson(sheet_charge):
    # silicon at z < 0, oxide at z > 0; sheet_charge sits on the oxide side
    z = np.linspace(-1e-9, 1e-9, 8001)
    blur = 0.03e-9
    half = separation_nm * 0.5e-9

    def bell(center):
        return np.exp(-0.5 * ((z - center) / blur) ** 2) / (blur * np.sqrt(2 * np.pi))

    rho = sheet_charge * (bell(half) - bell(-half))
    field = cumulative_trapezoid(rho / eps0, z, initial=0)
    potential = -cumulative_trapezoid(field, z, initial=0)
    vacuum_level = -potential              # electron energy in eV
    return (vacuum_level[0] - ion_si) - (vacuum_level[-1] - ion_ox)


offset_forward = offset_from_poisson(sheet)
offset_reversed = offset_from_poisson(-sheet)
assert abs(offset_forward - offset) < 1e-4
assert offset_reversed < aligned_offset < offset_forward

# Uncertainty of the inferred step, checked by random sampling
u_input = 0.05
u_step = np.sqrt(3) * u_input
rng = np.random.default_rng(7)
noise = rng.normal(0, u_input, (3, 200000))
samples = (offset + noise[0]) - (photon - (width + noise[1]) - (ion_si + noise[2]))
assert abs(samples.std() / u_step - 1) < 0.01

# Oxide field that would imitate the dipole step across the film
film_nm = 2.0
k_oxide = 20.0
fake_field = step / (film_nm * 1e-9)       # V/m
fake_charge_cm2 = k_oxide * eps0 * fake_field / q * 1e-4

# Silicon band bending inside the escape depth, full depletion
doping_cm3 = 1e17
bending = 0.5
k_si = 11.7
depth_nm = 2.0
depletion = np.sqrt(2 * k_si * eps0 * bending / (q * doping_cm3 * 1e6))
bend_in_depth = bending * (1 - (1 - depth_nm * 1e-9 / depletion) ** 2)
# Integrate the space charge from the neutral bulk to the surface
path = np.linspace(0, depletion, 20001)
charge_field = cumulative_trapezoid(
    np.full_like(path, q * doping_cm3 * 1e6 / (k_si * eps0)), path, initial=0)
bend_profile = cumulative_trapezoid(charge_field, path, initial=0)
bend_numeric = bend_profile[-1] - np.interp(
    depletion - depth_nm * 1e-9, path, bend_profile)
assert abs(bend_numeric - bend_in_depth) < 1e-5

print(f"He I photon energy, input: {photon:.2f} eV")
print(f"He ground level, computed: {he_ground:.4f} hartree")
print(f"He 1s2p singlet level, computed: {he_excited:.4f} hartree")
print(f"He I photon energy, computed: {line_calc:.2f} eV")
print(f"Hafnia spectral width, input: {width:.2f} eV")
print(f"Silicon ionization energy, input: {ion_si:.2f} eV")
print(f"Valence offset, input: {offset:.2f} eV")
print(f"Hafnia ionization energy: {ion_ox:.2f} eV")
print(f"Hafnia ionization energy: {ion_ox / hartree_ev:.4f} hartree")
print(f"Vacuum-aligned valence offset: {aligned_offset:.2f} eV")
print(f"Dipole step D: {step:+.2f} eV")
print(f"Dipole step D: {step / hartree_ev:+.5f} hartree")
print(f"Dipole per area: {dipole_debye_nm2:.3f} debye/nm^2")
print(f"Chosen sheet separation: {separation_nm:.2f} nm")
print(f"Equivalent sheet charge: {sheet * 100:.3f} uC/cm^2")
print(f"Offset from Poisson profile: {offset_forward:.3f} eV")
print(f"Offset with dipole reversed: {offset_reversed:.3f} eV")
print(f"Synthetic hafnia width, steepest point: {w_ox:.3f} eV")
print(f"Synthetic hafnia width, tangent: {w_ox_tangent:.3f} eV")
print(f"Synthetic silicon width, steepest point: {w_si:.3f} eV")
print(f"Synthetic silicon width, tangent: {w_si_tangent:.3f} eV")
print(f"Analyser full width at half maximum: {fwhm:.2f} eV")
print(f"Gaussian standard deviation: {sigma:.4f} eV")
print(f"Tangent error, formula: {tangent_error:.3f} eV")
print(f"D if only hafnia needs tangent correction: {step_mixed:+.3f} eV")
print(f"Uncertainty of each of three inputs: {u_input:.2f} eV")
print(f"Uncertainty of D, formula: {u_step:.3f} eV")
print(f"Uncertainty of D, sampled: {samples.std():.3f} eV")
print(f"Oxide film thickness: {film_nm:.1f} nm")
print(f"Oxide relative permittivity: {k_oxide:.0f} (no unit)")
print(f"Oxide field imitating D: {fake_field * 1e-8:.2f} MV/cm")
print(f"Sheet density for that field: {fake_charge_cm2:.2e} cm^-2")
print(f"Silicon doping: {doping_cm3:.1e} cm^-3")
print(f"Silicon relative permittivity: {k_si:.1f} (no unit)")
print(f"Silicon surface band bending: {bending:.2f} eV")
print(f"Silicon depletion width: {depletion * 1e9:.1f} nm")
print(f"Photoelectron escape depth, rough: {depth_nm:.1f} nm")
print(f"Band bending within escape depth: {bend_in_depth:.3f} eV")
print("all assertions hold")
```

Output:

```
He I photon energy, input: 21.22 eV
He ground level, computed: -2.9026 hartree
He 1s2p singlet level, computed: -2.1234 hartree
He I photon energy, computed: 21.20 eV
Hafnia spectral width, input: 13.42 eV
Silicon ionization energy, input: 5.15 eV
Valence offset, input: 2.75 eV
Hafnia ionization energy: 7.80 eV
Hafnia ionization energy: 0.2866 hartree
Vacuum-aligned valence offset: 2.65 eV
Dipole step D: +0.10 eV
Dipole step D: +0.00367 hartree
Dipole per area: 0.265 debye/nm^2
Chosen sheet separation: 0.20 nm
Equivalent sheet charge: 0.443 uC/cm^2
Offset from Poisson profile: 2.750 eV
Offset with dipole reversed: 2.550 eV
Synthetic hafnia width, steepest point: 13.422 eV
Synthetic hafnia width, tangent: 13.474 eV
Synthetic silicon width, steepest point: 16.072 eV
Synthetic silicon width, tangent: 16.124 eV
Analyser full width at half maximum: 0.10 eV
Gaussian standard deviation: 0.0425 eV
Tangent error, formula: 0.053 eV
D if only hafnia needs tangent correction: +0.047 eV
Uncertainty of each of three inputs: 0.05 eV
Uncertainty of D, formula: 0.087 eV
Uncertainty of D, sampled: 0.087 eV
Oxide film thickness: 2.0 nm
Oxide relative permittivity: 20 (no unit)
Oxide field imitating D: 0.50 MV/cm
Sheet density for that field: 5.53e+12 cm^-2
Silicon doping: 1.0e+17 cm^-3
Silicon relative permittivity: 11.7 (no unit)
Silicon surface band bending: 0.50 eV
Silicon depletion width: 80.4 nm
Photoelectron escape depth, rough: 2.0 nm
Band bending within escape depth: 0.025 eV
all assertions hold
```
